\section*{Johnson-noise resistance resolution of a one-kiloohm metal line}

\section*{Problem}

A thin metal line has resistance $R=1\ \mathrm{k\Omega}$ at $T=300\ \mathrm{K}$. A steady current $I=10\ \mu\mathrm{A}$ flows through it, and its resistance is found from the voltage across it. The noise bandwidth of the reading is $B=1\ \mathrm{Hz}$.

\begin{enumerate}
\item What rms scatter $\delta R$ does the thermal (Johnson) noise of the line give to the resistance reading?
\item How does the answer change with current and averaging time, and which effects in a real thin-film line can exceed it?
\end{enumerate}

For the first question the current source is noiseless and stiff, meaning that its current does not depend on the line voltage. The voltmeter is noiseless and draws no current, the voltage contacts have negligible resistance, and the line stays at 300 K with a constant $R$. Spectral densities are one-sided: a density $S(f)$ integrated over positive frequencies gives the variance.

\section*{Solution}

\subsection*{The noise voltage of a resistor}

Connect a capacitor $C$ across the resistor and let both reach temperature $T$ with no applied current. The capacitor energy is $CV^2/2$, so a voltage $V$ has probability proportional to $\exp(-CV^2/2k_BT)$. This is a Gaussian with variance
\begin{equation}
\langle V^2\rangle=\frac{k_BT}{C}.
\end{equation}

The same variance follows from the circuit. Represent the resistor by a noiseless resistance in series with a noise voltage of density $S_V$. The capacitor receives the fraction $H=1/(1+2\pi i fRC)$ of this voltage. Electron velocities lose their correlation after a collision time $\tau$, so $S_V$ is constant for $f\ll 1/(2\pi\tau)$. With $C$ large enough that $RC\gg\tau$, only this flat part matters, and
\begin{equation}
\langle V^2\rangle=S_V\int_0^\infty\frac{df}{1+(2\pi fRC)^2}.
\end{equation}
Put $x=2\pi fRC$, so that $df=dx/(2\pi RC)$:
\begin{equation}
\langle V^2\rangle=\frac{S_V}{2\pi RC}\int_0^\infty\frac{dx}{1+x^2}
=\frac{S_V}{2\pi RC}\,\frac{\pi}{2}=\frac{S_V}{4RC}.
\end{equation}
Equating the two variances cancels $C$:
\begin{equation}
\frac{S_V}{4RC}=\frac{k_BT}{C}
\quad\Longrightarrow\quad S_V=4k_BTR.
\label{eq:nyquist}
\end{equation}

\subsection*{The same law from the electrons}

In a metal most electrons lie deep below the Fermi level and cannot change their state, so it is worth seeing how the classical-looking factor $k_BT$ survives. Averaged along a line of length $L$, the current is $i=(e/L)\sum v_x$, summed over the electrons. Let $W$ be the equilibrium variance of $\sum v_x$. If velocity correlations decay as $e^{-t/\tau}$, the low-frequency current density is
\begin{equation}
S_I=4\int_0^\infty\langle i(0)i(t)\rangle\,dt
=4\tau\frac{e^2}{L^2}W.
\end{equation}

A state of energy $E$ is occupied with probability $f_E$. Its occupation is 0 or 1 and therefore has variance $f_E(1-f_E)$. For the Fermi function, $f_E(1-f_E)=-k_BT\,df_E/dE$. For free electrons the average of $v_x^2$ at energy $E$ is $2E/3m$. With volume $\Omega$ and density of states $g(E)\propto E^{1/2}$,
\begin{align}
W&=\Omega\int_0^\infty g\,\frac{2E}{3m}
\left(-k_BT\frac{df_E}{dE}\right)dE\\
&=\frac{2\Omega k_BT}{3m}\int_0^\infty f_E\,\frac{d(gE)}{dE}\,dE
=\frac{k_BT}{m}\,\Omega\int_0^\infty g f_E\,dE
=\frac{Nk_BT}{m}.
\end{align}
The second line is an integration by parts. Its boundary term vanishes because $gE=0$ at $E=0$ and $f_E\to0$ at large $E$. Since $gE\propto E^{3/2}$, its derivative is $3g/2$, and the last integral counts the $N$ electrons.

In a field $F$ an electron gains the mean drift velocity $eF\tau/m$ in magnitude. The conductivity is therefore $ne^2\tau/m$, and with $n=N/(AL)$ for cross-section $A$ the conductance is
\begin{equation}
G=\frac{A}{L}\,\frac{ne^2\tau}{m}=\frac{Ne^2\tau}{mL^2}.
\end{equation}
Hence $S_I=4k_BTG$. Multiplication by $R^2$, with $G=1/R$, returns equation~(\ref{eq:nyquist}). Few electrons near the Fermi level fluctuate, but they are fast, and the two effects compensate. Direct numerical integration for a Fermi level of 5 eV and $\tau=10^{-14}$ s gives a ratio $S_I/(4k_BTG)$ of 1.000000.

\subsection*{From voltage noise to a resistance reading}

The measured voltage is $v(t)=Ri(t)+v_n(t)$, where $i$ is now the known applied current and $v_n$ the noise. The least-squares estimate minimizes $\int(v-R_{\rm est}i)^2dt$ over the averaging time $t_a$. Setting the derivative with respect to $R_{\rm est}$ to zero gives
\begin{equation}
R_{\rm est}=\frac{\int vi\,dt}{\int i^2dt}
=R+\frac{\int v_ni\,dt}{\int i^2dt}.
\label{eq:estimate}
\end{equation}
On the time scale of the measurement, white noise of one-sided density $S_V$ has correlation $\langle v_n(t)v_n(t')\rangle=(S_V/2)\,\delta(t-t')$. The factor $1/2$ appears because the one-sided density carries the weight of both positive and negative frequencies. Therefore
\begin{equation}
(\delta R)^2=\frac{S_V}{2}\,\frac{\int i^2dt}{\left(\int i^2dt\right)^2}
=\frac{S_V}{2\int i^2dt}=\frac{S_V}{2t_aI^2},
\end{equation}
where $I$ is the rms current. The result holds for direct current and for a sine wave averaged over whole periods.

For direct current the estimate is a plain time average. Its voltage variance is $S_V/(2t_a)$, so its noise bandwidth is $B=1/(2t_a)$, and 1 Hz corresponds to $t_a=0.50$ s. A single-pole filter with time constant $t_c$ has $B=1/(4t_c)$, by the integral already done with $RC$ replaced by $t_c$; it needs $t_c=0.25$ s. In terms of $B$,
\begin{equation}
\boxed{\delta R=\frac{\sqrt{4k_BTRB}}{I}}
\label{eq:result}
\end{equation}

\subsection*{Numbers}

The noise density is
\begin{equation}
S_V=4(1.380649\times10^{-23})(300)(1000)
=1.6568\times10^{-17}\ \mathrm{V^2/Hz}.
\end{equation}
In 1 Hz the rms noise voltage is the square root of this number, 4.070 nV. Division by the current gives
\begin{equation}
\delta R=\frac{4.070\times10^{-9}\ \mathrm V}{10^{-5}\ \mathrm A}
=4.07\times10^{-4}\ \Omega\approx0.4\ \mathrm{m\Omega}.
\end{equation}
The signal is 10 mV, and the relative scatter is 0.41 parts per million.

In a simulation, white noise of this density was sampled at 2000 Hz and cut into 4000 readings of 0.50 s. The rms scatter was 0.4034 m$\Omega$ with direct current and 0.4110 m$\Omega$ with a 130 Hz sine of the same rms value. Both lie within about 1\% of the formula, which is the expected statistical error $1/\sqrt{2\times4000}$ of such an rms value.

The scatter belongs to one reading. The difference of two independent readings has $\sqrt2$ times as much, or 0.58 m$\Omega$. A resistance change of 0.4 m$\Omega$ is thus comparable with the noise, and a clear detection needs a larger change or a longer average.

\section*{Current, averaging time and heating}

Dividing equation~(\ref{eq:result}) by $R$ and writing $P=I^2R$ for the Joule power gives
\begin{equation}
\frac{\delta R}{R}=\sqrt{\frac{4k_BTB}{P}}.
\end{equation}
At fixed temperature and bandwidth, the relative resolution depends on the line through the dissipated power alone. Better resolution at fixed $B$ therefore costs heat, and heat changes the resistance.

To size this change, take a platinum film line 100 nm wide, 50 nm thick and 25 $\mu$m long. A rough film resistivity of 20 $\mu\Omega\,$cm gives it 1 k$\Omega$. It lies on $d=300$ nm of silicon oxide with rough thermal conductivity $\kappa=1.4$ W/(m\,K), above a substrate held at 300 K. The temperature rise is
\begin{equation}
\Delta T=\frac{P}{L\kappa s},
\end{equation}
where $s$ is a dimensionless shape factor. If heat flowed straight down through the area $wL$, Fourier's law $P=\kappa wL\,\Delta T/d$ would give $s=w/d=0.333$. Sideways spreading opens further paths and raises $s$. A numerical solution of the heat equation in the oxide cross-section, with the strip at uniform temperature and no heat loss from the top, gives $s=1.14$, about 1\% below the exact value 1.15 for this geometry because of the finite grid; the offsets below are too high by the same fraction. The model assumes perfect thermal contact between metal and oxide. A boundary resistance of rough size $10^{-8}\ \mathrm{m^2K/W}$ would lower the effective $s$ to about 0.97 and raise $\Delta T$ by nearly 20\%, while cooling through the ends of the line lowers the mean rise by about 3\%. With $P=100$ nW,
\begin{equation}
\Delta T=\frac{10^{-7}}{(25\times10^{-6})(1.4)(1.14)}\ \mathrm K
\approx2.5\ \mathrm{mK}.
\end{equation}
For a rough temperature coefficient $\beta=2\times10^{-3}\ \mathrm{K^{-1}}$, the resistance rises by
\begin{equation}
\Delta R=R\beta\,\Delta T\approx5.0\ \mathrm{m\Omega},
\end{equation}
which is 12 times the Johnson scatter. For direct current it is a steady offset, not noise: it spoils the absolute value of $R$, but cancels between readings taken at the same current and with the same cooling. With a slow sine of the same rms value, the line temperature follows $i^2$. The reading weights the resistance by $i^2$ as well, so the offset is larger by $\langle i^4\rangle/\langle i^2\rangle^2=3/2$. The values below are for direct current.

The offset grows as $I^2$ while the scatter falls as $1/I$. The table applies these scalings to the values at 10 $\mu$A, with line and cooling held fixed. A bandwidth of 0.01 Hz means 50 s of averaging.

\begin{center}
\begin{tabular}{cccc}
\hline
$I$ & $\delta R$, 1 Hz & $\delta R$, 0.01 Hz & heating offset\\
($\mu$A) & (m$\Omega$) & (m$\Omega$) & (m$\Omega$)\\
\hline
1 & 4.1 & 0.41 & 0.05\\
5 & 0.81 & 0.081 & 1.3\\
10 & 0.41 & 0.041 & 5.0\\
20 & 0.20 & 0.020 & 20\\
\hline
\end{tabular}
\end{center}

In 1 Hz the two columns are equal when $(I/10\ \mu\mathrm A)^3=0.407/5.0$, that is, near 4.3 $\mu$A. Above this current the offset is the larger error in an absolute measurement unless it is removed.

It can be removed by measuring at $I$ and $I/2$. If $R(I)=R_0+aI^2$, then $4R(I/2)-R(I)=3R_0$, so
\begin{equation}
R_0=\frac{4R(I/2)-R(I)}{3}.
\end{equation}
The reading at $I/2$ has scatter $2\,\delta R$. For independent readings, each in 1 Hz, the scatter of $R_0$ is $\sqrt{8^2+1^2}\,\delta R/3\approx2.7\,\delta R$, or 1.1 m$\Omega$ at $I=10\ \mu$A. The price of removing a 5 m$\Omega$ offset is a Johnson scatter of about 1 m$\Omega$, to which any slow change of $R$ between the two readings is added.

\section*{Other limits of the estimate}

\paragraph{Ambient temperature.} A temperature change of $\delta R/(R\beta)=0.20$ mK alters the resistance by as much as the Johnson scatter. Readings compared at this level need a temperature that is stable, or known, to a fraction of a millikelvin.

\paragraph{Resistance fluctuations.} Metal films also show slow changes of $R$ itself, often described by the empirical law $S_R/R^2=\alpha/(Nf)$. Take the rough values $\alpha=2\times10^{-3}$ and $6.6\times10^{28}$ carriers per cubic metre, which give $N=8.25\times10^9$ in this line. Between 0.01 and 1 Hz the rms change is
\begin{equation}
R\left[\frac{\alpha}{N}\int_{0.01}^{1}\frac{df}{f}\right]^{1/2}
=R\sqrt{\frac{\alpha}{N}\ln100}\approx1.1\ \mathrm{m\Omega}.
\end{equation}
This exceeds the Johnson scatter. At 10 $\mu$A the two densities are equal at about 1.5 Hz, and this frequency scales as $I^2$. For a $1/f$ density, the difference of two successive averages of equal length has variance $4\ln2\,R^2\alpha/N$, whatever that length. This gives an rms difference of 0.82 m$\Omega$. Johnson noise at 1 $\mu$A gives 0.58 m$\Omega$ for the difference of two 50 s averages, and less at higher current, so in this example the 0.01 Hz column of the table is a thermal floor that the real scatter would not reach. At 10 and 20 $\mu$A the $1/f$ part also exceeds the Johnson difference of two 0.50 s averages, 0.58 and 0.29 m$\Omega$. The coefficient $\alpha$ varies strongly between films, and the estimate shows a possible size, not a prediction for a given line.

Alternating current does not remove these fluctuations. A slow change $r(t)$ of the resistance adds a voltage $r(t)i(t)$, and equation~(\ref{eq:estimate}) returns the average of $r$ weighted by $i^2$. A slow additive voltage, such as amplifier drift, is instead multiplied by $i$, which averages nearly to zero over whole periods. In a numerical test with variations at 0.3 Hz, readings with the 130 Hz current followed a resistance change of 1 m$\Omega$ amplitude to within 0.01 m$\Omega$ of the direct-current readings. The error from an additive voltage of 10 nV amplitude fell below 1\% of its direct-current value.

\paragraph{Amplifier and contacts.} Independent noise voltages add in their squares. An amplifier with a rough noise of 4.0 nV/$\sqrt{\mathrm{Hz}}$ raises the total in 1 Hz to $\sqrt{4.07^2+4.0^2}=5.7$ nV, and the scatter to 0.57 m$\Omega$. Resistance $r_c$ in the voltage leads carries no measuring current but has its own thermal noise, so $R$ under the square root becomes $R+r_c$. Leads at 300 K totalling 1 k$\Omega$ would raise the scatter by $\sqrt2$. A real current source with noise density $S_{\rm src}$ adds $R^2S_{\rm src}$ to $S_V$. It equals the Johnson noise at 4.07 pA/$\sqrt{\mathrm{Hz}}$, and a source with full shot noise $2eI$ would raise the scatter at 10 $\mu$A by 9\%.

\paragraph{Noise caused by the current.} Equation~(\ref{eq:nyquist}) describes equilibrium, whereas the line carries 10 mV, or $u=eV/k_BT=0.387$. As a severe model, let the whole voltage drop across one barrier crossed by independent forward and backward streams with $I_+-I_-=I$ and $I_+/I_-=e^u$. Then $I_++I_-=I\coth(u/2)$. The random arrivals give $S_I=2e(I_++I_-)$, and since $1/R=I/V$,
\begin{equation}
\frac{S_I}{4k_BT/R}=\frac{eV}{2k_BT}\coth\frac u2
=\frac u2\coth\frac u2.
\end{equation}
The rms noise exceeds the thermal value by 0.62\%. If the voltage is divided among $M$ equal, independent barriers with equilibrium between them, $u$ is replaced by $u/M$. Since $x\coth x\approx1+x^2/3$ for small $x$, the excess then falls as $1/M^2$. Within this model the correction is negligible here.

\paragraph{Quantum correction.} Equipartition requires $hf\ll k_BT$. At 130 Hz, $hf/(2k_BT)=1.0\times10^{-11}$.

\section*{The example beside a real line}

The dimensions and the current density of 0.20 MA/cm$^2$ are chosen for a narrow thin-film test line. The film resistivity is roughly twice that of bulk platinum, as can happen in thin films through added scattering. The Johnson result needs none of these material values once $R$, $T$, $I$ and $B$ are given; the heating offset and the slow fluctuations do. The added scattering depends little on temperature, so resistivity and temperature coefficient are linked: a film with the bulk coefficient, roughly $4\times10^{-3}\ \mathrm{K^{-1}}$, also has about the bulk resistivity. Such a film gives an offset near 10 m$\Omega$ if it is made thinner to keep 1 k$\Omega$ at the same length and width, but about 5 m$\Omega$ if it is made longer instead. The assumption that fails most clearly is that of a constant line temperature: self-heating moves the reading by about 5 m$\Omega$ in this model. The 0.4 m$\Omega$ is therefore the thermal scatter of a reading, not the accuracy with which $R$ is known. The numerical output lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature: 300 K
Current (rms): 10.0 uA
Noise bandwidth: 1.0 Hz
Line width: 100 nm
Line thickness: 50 nm
Line length: 25 um
Film resistivity (rough): 20 uohm cm
Line resistance: 1000.0 ohm
Current density: 0.20 MA/cm2
Boltzmann constant: 1.380649e-23 J/K
Noise density S_V: 1.6568e-17 V^2/Hz
Noise voltage (rms): 4.070 nV
Signal voltage: 10.00 mV
Resistance resolution (rms): 0.4070 mohm
Relative resolution: 0.4070 ppm
Electron-gas noise / Nyquist: 1.000000
Averaging time for B: 0.50 s
Single-pole time constant for B: 0.25 s
Number of simulated readings: 4000
Simulated resolution, dc: 0.4034 mohm
Simulated resolution, ac: 0.4110 mohm
Excitation frequency, ac: 130 Hz
Temperature coefficient (rough): 2.0e-03 1/K
Temperature change mimicking floor: 0.204 mK
Oxide thickness: 300 nm
Oxide conductivity (rough): 1.4 W/m/K
Joule power: 100.0 nW
Shape factor, straight down: 0.333
Shape factor, with spreading: 1.14
Heating, straight down: 8.57 mK
Heating, with spreading: 2.5 mK
Heating shift, straight down: 17.1 mohm
Heating shift, with spreading: 5.0 mohm
Heating shift / Johnson floor: 12
Carrier density (rough): 6.6e+28 1/m3
Carrier number: 8.25e+09
1/f coefficient alpha (rough): 2.0e-03
1/f band: 0.01 to 1 Hz
1/f resistance wander (rms): 1.06 mohm
1/f equals Johnson density at: 1.46 Hz
Amplifier noise (rough): 4.0 nV/sqrt(Hz)
Resolution with amplifier: 0.571 mohm
eV/kT along the line: 0.387
Shot-noise bound on rms excess: 0.62 %
Quantum correction hf/(2kT): 1.0e-11
\end{verbatim}
